Rear-face half-rise time of a silicon wafer after a front-surface flash

**Problem**

A silicon wafer of thickness L = 775 µm is preheated to a uniform temperature T0 = 1100 K. At t = 0 a flash deposits the energy Q = 8 J/cm² per unit area at its front face, x = 0. The rear face is at x = L. Take the diffusivity D = 0.1 cm²/s and the heat capacity per volume C = 2.2 J/(cm³ K) as constants. The flash is much shorter than L²/D, it is absorbed in a layer much thinner than L, it is uniform across the wafer, and no heat leaves through either face.

(a) When has the rear face made half of its final temperature rise?
(b) Show that this happens once only.
(c) How far do a flash of 1 ms, a finite absorption depth, a temperature-dependent conductivity and radiation move the answer?

"Half" refers to the final rise of the rear face, not to the peak of the front face.

**A tempting solution**

The cosine modes of an insulated slab decay at the rates n²π²D/L². The slowest, n = 1, outlives the others, so the rear face should approach its final rise ΔT∞ with the time constant L²/(π²D). The rear starts at zero rise, which seems to fix the amplitude:

rear rise = ΔT∞ [1 − exp(−π²Dt/L²)].

Setting the bracket to 1/2 gives

t = (ln 2/π²) L²/D = 0.0702 L²/D.

With L²/D = 60.06 ms this is 4.2 ms.

**Where it fails**

The decay rate is right. The amplitude is wrong, because it was chosen to make one mode satisfy the initial condition at one point, x = L. The initial condition concerns the whole thickness, and all modes together must satisfy it.

The formula does solve a problem, though a different one. Its full temperature field is

u(x,t) = ΔT∞ [1 + cos(πx/L) exp(−π²Dt/L²)],

which starts from the rise ΔT∞ [1 + cos(πx/L)]. That is a wafer heated smoothly through its depth, with the rise ΔT∞ already present at mid-thickness. A surface flash starts with all its heat at the front. That heat has farther to go, so the rear must respond later. The amplitudes have to be calculated from the actual initial distribution.

**The cosine series**

Let u(x,t) = T(x,t) − T0. Inside the slab, and at its insulated faces,

∂u/∂t = D ∂²u/∂x²,
∂u/∂x = 0 at x = 0 and x = L.

Try u = X(x)G(t). Dividing the heat equation by D X G gives

G′/(DG) = X″/X = λ.

The left side depends on t alone and the middle on x alone, so λ is a constant. To find its sign, multiply X″ = λX by X and integrate by parts. The boundary term vanishes because X′ = 0 at both faces:

λ ∫₀ᴸ X² dx = −∫₀ᴸ (X′)² dx ≤ 0.

Write λ = −κ². For κ > 0, X = A cos κx + B sin κx. The condition X′(0) = 0 gives B = 0, and X′(L) = 0 then gives sin κL = 0, so κ = nπ/L with n = 1, 2, 3, … For κ = 0 the solution is a straight line, and zero slope makes it a constant. Since G′ = −κ²DG, the sum of these solutions is

u(x,t) = a₀ + Σ_{n≥1} aₙ cos(nπx/L) exp(−n²π²Dt/L²).

To find the coefficients, first spread the energy evenly over a thin layer 0 < x < w. Its initial rise is Q/(Cw), because rise × C × w must equal Q. The cosines are orthogonal on the slab, and the integral of cos²(nπx/L) over it is L/2 for n ≥ 1. Therefore

a₀ = (1/L) · [Q/(Cw)] · w = Q/(CL),

aₙ = (2/L) · [Q/(Cw)] · ∫₀ʷ cos(nπx/L) dx
= [2Q/(CL)] · sin(nπw/L)/(nπw/L).

As w → 0 the last fraction tends to 1, so aₙ → 2Q/(CL). The fraction never exceeds 1 in size, and at any t > 0 the exponentials make the sum converge, so the limit may be taken term by term. The layer lies wholly inside the slab, so no further factor of one half arises.

The coefficient a₀ is the final uniform rise, ΔT∞ = Q/(CL). Each other coefficient is twice as large, and this is the factor of 2 that the tempting solution lacks. At the rear face cos(nπ) = (−1)ⁿ. With τ = Dt/L², the rear rise divided by ΔT∞ is

R(τ) = 1 + 2 Σ_{n≥1} (−1)ⁿ exp(−n²π²τ).

At the front every cosine is 1, and the corresponding ratio is

F(τ) = 1 + 2 Σ_{n≥1} exp(−n²π²τ).

**Solving for half-rise**

Put q = exp(−π²τ), so that exp(−n²π²τ) = q^(n²). The condition R = 1/2 reads

1 − 2q + 2q⁴ − 2q⁹ + … = 1/2.

Subtract 1 and divide by −2:

q − q⁴ + q⁹ − … = 1/4.

Keeping one term gives q = 1/4 and τ = ln 4/π² = 0.1405. This is twice the tempting value, since ln 4 = 2 ln 2. The next term requires q = 1/4 + q⁴, a slightly larger q and hence a slightly earlier time, τ = 0.138783. The terms alternate and decrease, so what remains of the left side lies between 0 and q⁹. The full solution has

q = 0.254169, q⁴ = 0.004173, q⁹ = 0.000004,

and indeed 0.254169 − 0.004173 + 0.000004 = 0.250000. The result is τ = 0.138785, or

t_half = 0.1388 L²/D.

For the wafer, L = 0.0775 cm, and

L²/D = (0.0775 cm)²/(0.1 cm²/s) = 0.06006 s = 60.06 ms,
t_half = 0.1388 × 60.06 ms = 8.34 ms.

The same series shows what the rear is doing at the tempting time, where q = 1/2:

R = 1 − 2(1/2) + 2(1/16) − 2(1/512) + … ≈ 0.121.

The rear has then made about 12 percent of its rise, not 50 percent.

**Why there is one crossing**

For short times many cosine terms matter, and a second form of R is more useful. On an infinite line, place sources of energy 2Q per unit area at x = 0, ±2L, ±4L, … Each spreads as a Gaussian:

(2Q/C) (4πDt)^(−1/2) exp[−(x − 2mL)²/(4Dt)].

The sum over all integers m is even about x = 0 and about x = L, so its slope vanishes at both faces. Half of the central source belongs to the slab, which supplies the energy Q.

This sum equals the cosine series. It is even and has period 2L, so its nth cosine coefficient is (1/L) times its integral with cos(nπx/L) over one period. Integrating all the Gaussians over one period is the same as integrating one Gaussian over the whole line. The Gaussian integral gives

aₙ(t) = [2Q/(CL)] exp(−n²π²Dt/L²),

as before, and the mean is half the n = 0 value of this expression, Q/(CL).

At x = L the sources lie at distances L, 3L, 5L, …, each occurring twice. Since 2Q/√(4πDt) = Q/√(πDt), division by Q/(CL) gives

R(τ) = [2/√(πτ)] Σ_{m≥0} exp[−(2m+1)²/(4τ)].

With b = 2m + 1, the logarithmic derivative of one term is

−1/(2τ) + b²/(4τ²) = (b² − 2τ)/(4τ²).

It is positive for every b ≥ 1 if τ < 1/2, so R increases there.

For later times, differentiate the cosine form:

dR/dτ = 2π² (q − 4q⁴ + 9q⁹ − …).

The ratio of successive terms in size is [(n+1)/n]² q^(2n+1), which is at most 4q³. If 4q³ < 1, the terms decrease and alternate, starting from a positive one, so the sum is positive. That condition means τ > ln 4/(3π²) = 0.0468. The two ranges overlap and cover all τ > 0. R therefore rises steadily from 0 to 1 and passes 1/2 once.

**Early and late response**

At early times the nearest pair of sources dominates:

R ≈ [2/√(πτ)] exp[−1/(4τ)].

At 2 ms, τ = 0.0333 and this gives 0.0034, in agreement with the series. The exponential factor explains the quiet start: the rear has 10 percent of its rise at 4 ms and 47 percent at 8 ms.

At late times 1 − R ≈ 2q. Setting 2q = 0.01 gives τ = ln 200/π² = 0.537, or 32.2 ms to reach 99 percent. The half-rise time is thus not the time for the wafer to become uniform.

**Temperatures at half-rise**

The final rise is

ΔT∞ = 8/(2.2 × 0.0775) K = 46.9 K.

At 8.34 ms the rear is at 1100 + 23.5 = 1123.5 K. For the front,

F = 1 + 2(0.254169 + 0.004173 + 0.000004) = 1.5167,

which gives 1100 + 1.5167 × 46.92 = 1171.2 K. A difference of 47.7 K remains across the wafer.

**A flash of finite length**

A rectangular flash of length t_p is a succession of small instantaneous flashes. The equations are linear, so the rear response is the average of R over the times from t − t_p to t. Expanding about the midpoint, with dots for time derivatives,

average = R(t − t_p/2) + (t_p²/24) R̈ + …

To first order, half-rise measured from the start of the flash is later by t_p/2. The second term adds the delay −t_p² R̈/(24 Ṙ). From the first two cosine terms,

R̈/Ṙ = −(π²D/L²) (q − 16q⁴)/(q − 4q⁴) = −0.130 per ms.

For t_p = 1 ms the extra delay is 0.005 ms. The averaged series gives a total delay of 0.505 ms, so half-rise comes 8.84 ms after the flash begins.

The flash length also keeps the front temperature finite. Before the rear matters, an instantaneous flash leaves the surface rise Q/(C√(πDt)), which diverges as t → 0. Spreading the energy over t_p gives, at the end of the flash,

ΔT_front = (Q/t_p) ∫₀^(t_p) ds/[C√(πDs)] = 2Q/[C√(πDt_p)] = 410 K.

The front then peaks near 1510 K.

**A finite absorption depth**

If the heat is deposited as exp(−x/δ) with δ ≪ L, the coefficient of mode n is multiplied by

(1/δ) ∫₀^∞ exp(−x/δ) cos(κx) dx = 1/(1 + κ²δ²), κ = nπ/L.

For the few modes that matter at half-rise, κδ is small and the factor is close to exp(−κ²δ²). This has the same effect as adding δ²/D to the time, so the rear responds earlier by that amount. For a rough depth of 10 µm,

δ²/D = (0.001 cm)²/(0.1 cm²/s) = 10 µs,

which is negligible for the rear at this depth. The shift grows roughly as δ²: a depth of 50 µm would bring half-rise about 0.25 ms, or 3 percent, earlier.

The front peak is more sensitive. With the conductivity k = DC, the surface rise at the end of the flash becomes

ΔT_front = [Q/(k t_p)] [2√(Dt_p/π) − δ + δ exp(Dt_p/δ²) erfc(√(Dt_p)/δ)],

which for δ = 10 µm is 376 K instead of 410 K. The front then peaks near 1476 K rather than 1510 K.

**Variable conductivity and radiation**

These effects make the problem nonlinear and were computed by stepping the heat equation in time, with the 1 ms flash and the heat capacity held fixed. Half-rise now means the first time the rear reaches half of its own maximum rise. With radiation the rear later cools back toward 1100 K and passes the same level again after about 2.7 s, so the single crossing proved above belongs to the insulated slab. With constant conductivity and no radiation the calculation gives 8.84 ms, as the series does.

If the conductivity falls as 1/T from its value at 1100 K, half-rise moves to 9.21 ms, or 4.2 percent later. The heated wafer is everywhere less conductive than the constant-D model assumes. The 1/T law is a model: the tabulated conductivity of silicon falls more slowly in this range and gives about 3.7 percent. The heat capacity, held fixed here, rises by about 7 percent between 1100 and 1550 K, which by itself would delay half-rise by about 0.6 percent.

For radiation, both faces are given an emissivity of 0.7, and lamps balance the loss at 1100 K. With constant conductivity, half-rise moves to 8.76 ms, 0.9 percent earlier. Heat loss reduces the maximum rear rise from 46.9 to 46.2 K, which lowers the half level that must be reached. The heat lost before half-rise also cools the rear a little, but this offsets only part of the gain.

With both effects the time is 9.13 ms. For absorption at the surface the front peaks near 1560 K, and for a 10 µm absorption depth near 1510 K; both lie below the melting temperature of roughly 1700 K. This margin belongs to the 1 ms flash. At 8 J/cm² a flash shorter than roughly half a millisecond (0.45 to 0.65 ms, depending on the conductivity and absorption depth assumed) would bring the front to the melting point, where this model no longer holds.

**The real wafer**

A thickness of 775 µm is the usual one for 300 mm wafers, and millisecond flashes on a preheated wafer are the regime of flash-lamp annealing. The material values are rough. Since t_half varies as 1/D, a diffusivity of 0.12 instead of 0.10 cm²/s would shorten 8.3 ms to 6.9 ms, a larger change than any of the corrections above. The largest of those corrections is the flash length, about 6 percent of the ideal time if the clock starts with the flash. If 775 µm is the thickness at 300 K, thermal expansion adds about 0.6 percent through L². Real lamp pulses are not rectangular, and patterned wafers absorb unevenly; neither effect is included.

The temperature of use matters most. With a rough room-temperature diffusivity of 0.8 cm²/s, the ideal formula gives 1.04 ms for the same wafer. A 1 ms flash is then as long as the response itself and cannot be treated as instantaneous. Averaging the response over the flash gives 1.58 ms from its start. A constant D is only a guide for a cold wafer. Tabulated values at 300 K give D near 0.89 cm²/s and 1.48 ms, but the flash heats the front by about 200 K and the conductivity falls steeply there; with tabulated k(T) and C(T) and absorption at the surface the time is about 1.7 ms. Times of several milliseconds belong to hot silicon, and the figure of about 8 ms belongs to the assumed D = 0.10 cm²/s. Tabulated values near 1100 K, a conductivity of about 0.28 W/(cm K) and C of about 2.2 J/(cm³ K), give D near 0.13 cm²/s and an ideal half-rise time of about 6.6 ms. For that wafer the 1 ms flash adds about 8 percent, giving 7.1 ms, and tabulated k(T) and C(T) together with radiation bring the time to about 7.4 ms, with the front peaking near 1480 K for absorption at the surface.

Table of computed values

```
Thickness L = 775 um
Diffusivity D, rough hot silicon = 0.10 cm2/s
Heat capacity C, rough = 2.20 J/(cm3 K)
Conductivity D*C = 0.220 W/(cm K)
Preheat temperature = 1100 K
Absorbed energy = 8.0 J/cm2
Flash length = 1.0 ms
Largest series - discrete slab gap = 5.5e-05 (no unit)
Largest series - image sum gap = 1.1e-16 (no unit)
One-term half-rise tau = 0.14046 (no unit)
Two-term half-rise tau = 0.138783 (no unit)
Full half-rise tau = 0.138785 (no unit)
q at half-rise = 0.254169 (no unit)
q^4 at half-rise = 0.004173 (no unit)
q^9 at half-rise = 4.43e-06 (no unit)
Cosine monotonic range starts at tau = 0.0468
L^2/D = 60.062 ms
Ideal half-rise time = 8.336 ms
Final uniform rise = 46.92 K
Ideal rear T at half-rise = 1123.5 K
Front rise / final rise at half-rise = 1.5167
Ideal front T at half-rise = 1171.2 K
Rear rise / final rise at 2 ms = 0.0034
Rear rise / final rise at 4 ms = 0.1024
Rear rise / final rise at 8 ms = 0.4732
Rear rise / final rise at 16 ms = 0.8558
Rear rise / final rise at 32 ms = 0.9896
Time to 99 percent rear rise = 32.24 ms
Half-rise from start of 1 ms flash = 8.841 ms
Delay due to flash length = 0.5054 ms
Absorption depth, rough = 10 um
Half-rise shift due to depth = -9.99 us
Time-stepped linear half-rise = 8.840 ms
Half-rise with k proportional to 1/T = 9.211 ms
Change due to k(T) = 4.20 percent
Emissivity of both faces, rough = 0.7 (no unit)
Half-rise with radiation only = 8.762 ms
Change due to radiation = -0.88 percent
Maximum rear rise with radiation = 46.17 K
Half-rise with k(T) and radiation = 9.125 ms
Peak front T, constant k formula = 1510 K
Peak front T, k(T) and radiation = 1557 K
Melting temperature, rough = 1685 K
Expansion coefficient, rough = 4.0 ppm/K
Half-rise change by expansion from 300 K = 0.64 percent
Room-temperature D, rough = 0.8 cm2/s
Ideal half-rise with that D = 1.04 ms
```
